Selecting a perpendicular state at zero field with canted spin-orbit torque

**Result and model**

A current pulse whose spin polarization is canted out of the film plane can set a perpendicular magnet up or down without an applied field. In the macrospin model below, reversing both the current and the starting state reverses the final state. Reversing the current alone does so where the pulse selects a state, meaning that both starting states end the same way. A map of cant angle against amplitude must therefore follow two starts per cell. For the 3 ns pulse treated here, a 20° cant selects from 30 MA/cm² upward, up to the map's edge at 160 MA/cm².

Let m be the unit magnetization, z the film normal and B_k the perpendicular anisotropy field. The spin polarization is

p = (0, c, S), c = cos θ, S = sin θ,

where θ is the cant angle. The damping-like torque has field strength

b = ħξJ/(2eM_s d),

with ξ the total torque efficiency, J the current density in the spin source, M_s the magnetization and d the magnet's thickness. Positive J pushes m toward p. With j = b/B_k and τ = γB_k t, γ > 0, the equation of motion is

dm/dτ = N + α m×dm/dτ,
N = −m_z m×z + j[p − m(m·p)].

Take the cross product of the first line with m. Since m is perpendicular to dm/dτ, m×(m×dm/dτ) = −dm/dτ, so m×dm/dτ = m×N − α dm/dτ. Substitution gives the explicit form to integrate:

(1+α²) dm/dτ = N + α m×N.

The pulse has sharp edges. Temperature enters later.

**What one start cannot tell**

The naive scheme starts from down, applies +J, marks the cell "switched" if m ends up, and assumes that −J would write down. But a pulse that exchanges up and down also passes this test, and it selects nothing.

To see what current reversal guarantees, turn everything by 180° about x, with C = diag(1, −1, −1). A rotation preserves scalar products and carries cross products along. Put m′ = Cm. Then m′_z = −m_z and Cz = −z, so the anisotropy term keeps its form:

C(−m_z m×z) = −m_z m′×(−z) = −m′_z m′×z.

Also Cp = −p and m·p = −m′·p, hence

C{j[p − m(m·p)]} = −j[p − m′(m′·p)].

The damping term keeps its form too. Thus m′ obeys the original equation with j replaced by −j:

m(τ; −j, Cm₀) = C m(τ; j, m₀).

C exchanges the poles. If +J takes both poles to up, −J takes both to down. If +J leaves each pole in its own hemisphere, so does −J, and the current sign has written nothing.

A field-like torque, from a field proportional to jp, preserves the relation, as does a static x field. A static z field does not, because C reverses z while the field stays put. This was tested at θ = 17° and j = 0.3 over 20 units of τ, with a field-like field 0.4 times the damping-like one. With a static x field of 0.1B_k the two sides agreed to the last digit, as expected when the transformation merely flips signs. With a z field of 0.05B_k instead, a component of m differed by up to 0.49.

At zero cant a second symmetry forbids selection. A half-turn about y, D = diag(−1, 1, −1), leaves p = y unchanged and preserves the anisotropy term. Therefore m(τ; j, Dm₀) = D m(τ; j, m₀), and up and down starts finish with opposite m_z. More current cannot cure this.

**When the final state can be read**

Following the slow relaxation after every pulse would waste effort. With j = 0, N_z = 0 and

m×N = −m_z m×(m×z) = m_z(z − m_z m).

The z component of the equation of motion is therefore

dm_z/dτ = α m_z(1−m_z²)/(1+α²).

Define R = m_z/√(1−m_z²). Since dR/dm_z = (1−m_z²)^(−3/2),

dR/dτ = αR/(1+α²).

R grows exponentially and keeps its sign. Without noise or a stray field, the sign of m_z at the pulse end is already the final state. An m_z close to zero is a fragile answer, so cells with |m_z| < 0.02 for either start are labelled undecided.

**Why a static threshold misleads**

One might take the switching current to be the current at which the steady state near the opposed pole disappears. A steady state needs N = 0: if N + αm×N = 0, the scalar product with N gives N² = 0. Write s = m·p and use m×z = (m_y, −m_x, 0). The three components are

−m_z m_y − jsm_x = 0,
m_z m_x + j(c − sm_y) = 0,
j(S − sm_z) = 0.

For nonzero j and S, the third gives s = S/m_z and the first gives m_x = −m_z m_y/(js). Put this in the second, multiply by js and write u = m_z²:

m_y(u + j²s²) = j²cs.

The definition s = cm_y + Sm_z also gives cm_y = S(1−u)/m_z. Equate the two expressions for cm_y and cancel S/m_z:

(1−u)(u + j²S²/u) = j²c².

Multiply by u and use c² = 1−S²:

f(u) = u³ − u² + j²u − j²S² = 0.

Because N(−m) = N(m), each root gives two opposite steady states. Solving f = 0 for the drive,

j² = u²(1−u)/(u−S²).

Roots merge where this is stationary in u. Setting its logarithmic derivative to zero gives

2/u − 1/(1−u) − 1/(u−S²) = 0,
2u² − (1+3S²)u + 2S² = 0,
u = [1 + 3S² ± √((1−S²)(1−9S²))]/4.

For S → 0 the upper sign gives u = 1/2 and j = 1/2, the in-plane limit. For S > 1/3, about 19.5°, no merging occurs. At 10° the mergers lie at j = 0.3365 and 0.5161. The state near the pole vanishes at the second, which is 0.5161/0.00395 ≈ 131 MA/cm² in the example. Yet the 10° row already selects at 46 MA/cm². The opposed state must fail in another way: it still exists but becomes unstable.

**Stability of the opposed state**

Use tangent directions e₁ = (z−m_z m)/√(1−u) and e₂ = m×e₁, and let δm = a e₁ + b₂ e₂. Then δm_z = a√(1−u), m×z = √(1−u) e₂ and m×δm = a e₂ − b₂ e₁. Consider the tangent part of δN:

- Changing m_z in the anisotropy torque gives −a(1−u)e₂.
- Changing the vector m there gives −m_z δm×z, whose tangent part is u(a e₂ − b₂ e₁).
- The damping-like torque gives −jsδm. Its other term points along m and drops out.

Thus δN is obtained from (a, b₂) by the matrix

A = [[−js, −u], [2u−1, −js]].

The full linear equation has matrix (1+αK)A/(1+α²), where K = [[0, −1], [1, 0]] represents m×. The trace of KA is −(2u−1) − u = 1−3u, so the full trace is

T = [−2js + α(1−3u)]/(1+α²).

Since det(1+αK) = 1+α², the full determinant is det A/(1+α²). Using s² = S²/u and then f(u) = 0,

det A = j²S²/u + 2u² − u = 3u² − 2u + j² = f′(u).

The largest root has f′ > 0 before it merges, so its stability depends on T. Take jS > 0 and the opposed state m_z = −√u, for which s = −S/√u. It loses stability when

jS = α√u(3u−1)/2.

On 0 < u ≤ 1 the right side is at most α. Hence jS > α makes every opposed steady state unstable: the out-of-plane torque overcomes damping. This does not by itself prove arrival at the other pole, and it says nothing about duration.

At 20° the linear threshold is j = 0.0581, or 14.7 MA/cm². Small deviations were followed for 600 units of τ at 0.8 and 1.2 times this drive. They shrank and grew respectively, with logarithmic changes within 0.2 of 600T/2.

**How pulse length moves the boundary**

The 20° row first selects at 30 MA/cm², twice the linear threshold. An estimate for weak drive shows the role of time. Keep only the z component of p, since the in-plane part mainly tilts the steady state. Then N_z = jS(1−m_z²) and (m×N)_z = m_z(1−m_z²). With g = jS, x = −m_z and α² neglected beside one,

dx/dτ = −(1−x²)(g−αx).

The time from x₀ to the equator is the integral of dx/[(1−x²)(g−αx)] from 0 to x₀. Partial fractions give, for g > α,

τ_eq = −ln(1−x₀)/[2(g−α)] + ln(1+x₀)/[2(g+α)] + [α/(g²−α²)] ln[(g−αx₀)/g].

For the starting deviation use the tilt of the steady state. Setting u = 1−ε in f(u) = 0 gives ε ≈ j²c² at small j, so x₀ = √(1−j²c²).

At 20° this gives τ_eq ≈ 138 for 28 MA/cm² and 119 for 30 MA/cm². The pulse lasts 132.1, so the estimate puts the boundary in the same 2 MA/cm² step as the map. At this angle the excess over the linear threshold is thus accounted for by the finite pulse.

The linear threshold can also err the other way. At 2° it is 96.7 MA/cm², but the map already selects at 96. The opposed steady state is still stable there, yet a pulse switched on suddenly at the pole does not settle into it.

**The resulting algorithm**

1. For each θ and |J|, compute p and j.
2. Start from both poles and integrate the explicit equation by fourth-order Runge–Kutta, renormalizing m after each step.
3. At the pulse end label the cell U (both up), D (both down), k (each kept), x (exchanged) or ? (undecided).
4. Repeat with −J as a separate integration, using a different time step.
5. For final states with |m_z| > 0.02, require opposite signs of m_z when both current and start are reversed, and for U cells require both −J runs to end down.

**Worked map**

The magnet is a disc 40 nm across and 1 nm thick, with M_s = 1000 kA/m, B_k = 250 mT, α = 0.02 and ξ = 0.3. Each MA/cm² supplies 0.9873 mT of torque field, so j = 0.9873/250 = 0.00395 per MA/cm².

The map has eight angles from 0° to 40° and 80 amplitudes up to 160 MA/cm². Of its 640 cells at +J, 408 select up, 201 keep their state and 31 are undecided; none selects down or exchanges. The −J run used 2640 steps against 2200 and passed both requirements of step 5. The first selecting amplitude falls from 96 MA/cm² at 2° to 46 at 10°, 30 at 20° and 18 at 40°. In each canted row all higher scanned amplitudes select too. At 2° and 5°, however, the down start ends the pulse close to the film plane, with m_z about 0.035 and below 0.1 respectively, so these selections are fragile. At 10° it ends at only about 0.2 from 86 MA/cm² upward, just above the lower merger (j = 0.3365, about 85 MA/cm²) where a steady state near the plane appears, and at only 0.07 in the first selecting cell, 46 MA/cm². At the map's upper edge the up start ends near the plane too in these three rows. Every cell with (jS−α)τ > 10 at the pulse end selected the expected state in this noiseless scan. The rule does not ensure a robust write: it includes the 10° cells from 140 MA/cm² upward, which end at m_z ≈ 0.18.

At zero cant the row turns undecided by 110 MA/cm², below the static value of 126.6. The reason is a second steady state, m = p, with u = 0 and s = 1. Its determinant is proportional to j² and its trace to −2j+α, so it is stable for j > α/2. It coexists with the tilted states, and the sudden pulse takes m to this in-plane state before they vanish.

Take 20° and 40 MA/cm² as the working point. Then j = 0.1580 and jS = 0.0540, well above α. The time formula gives τ_eq ≈ 67, or 67/132.1 × 3.0 ns ≈ 1.5 ns; the full trajectory last crosses the equator at 1.40 ns. The down start has m_z = 0.99 at the pulse end. With −J the same point selects down.

**What a device adds**

The magnet's parameters are roughly those of a CoFeB/MgO free layer, but the spin source is optimistic. Its out-of-plane efficiency is 0.3 × sin 20° ≈ 0.10. In a low-symmetry source such as WTe₂ that part is, very roughly, 0.01. If such a part were combined with an in-plane efficiency near 0.3, as assumed in the map and not a property of WTe₂ itself, the cant would be about 2°, where even the noiseless map needs 96 MA/cm².

Heat then decides. Consider a 5 nm source of resistivity 200 µΩ cm, with all its heat entering a thick oxide below (1.4 W/(m K), 1.6 MJ/(m³ K)). This one-dimensional estimate gives a rise of about 70 K at 40 MA/cm² and about 1100 K at 160. A 100 K limit means about 50 MA/cm², which excludes the 2° and 5° rows for this pulse and leaves little or no room at 10°, where at 50 MA/cm² roughly 8% of down starts fail under thermal noise at 300 K. Heating also lowers B_k; at fixed α and M_s, the weak-drive linear threshold current falls in proportion. The 3 ns boundary falls less: at 20°, on a 1 MA/cm² grid, it moves from 29 to 26 and 22 MA/cm² when B_k drops by 20% and 40%.

The barrier is 37.9 kT at 300 K, low for long storage. With thermal noise at 300 K and 1000 trials per case, the opposed starts had the intended sign of m_z at the pulse end in 99.5% of trials for +J and 99.8% for −J; the two agree within counting error. The aligned starts showed no failure. A selected cell in the noiseless map is therefore not a guarantee of a memory-grade write error.

At small cant the problem is far worse. While m leaves the equator after the pulse, noise acts like a random offset in m_z with a spread of about 1/√(2 × 37.9) ≈ 0.11. In the 2° row the down start ends the pulse at m_z ≈ 0.035, so at 300 K it is written little better than by chance. The 5° row is unreliable too. Even at 10°, the high-current cells with m_z ≈ 0.2 fail in roughly 5% of cases by this estimate, so more current is not always safer.

Other fields matter unequally at the working point. A static z field of −10 mT leaves the selection intact. So does a field-like field of half the damping-like strength along jp. With its sign reversed, however, the down start is caught in a steady state near the film plane, at m_z = 0.10. A longer pulse does not cure this, and noise after the pulse can easily undo the selection. The current's own magnetic field is about 1.3 mT, small beside B_k.

The assumption most open to doubt is uniform rotation. The domain-wall width is about 34 nm for an exchange stiffness of 15 pJ/m, close to the disc's diameter, so reversal may be nonuniform. How far that moves the boundary is not determined here and needs a spatially resolved calculation. The maps and remaining values are in the numerical output.

Table of computed values

```
B_k 250 mT, M_s 1000 kA/m, damping 0.02
disc 40 nm x 1 nm, efficiency 0.3, T 300 K
pulse 3.0 ns = 132.1 reduced units
torque field per MA/cm2: 0.9873 mT; j per MA/cm2: 0.00395
in-plane fold j=1/2 at 126.6 MA/cm2
folds at 10 deg: j = 0.3365 and 0.5161
U/D selected up/down, k kept, x exchanged, ? undecided
map +J, columns |J| = 10,20,...,160 MA/cm2
   0 deg  k k k k k k k k k k ? ? ? ? ? ?
   2 deg  k k k k k k k k k U U U U U U U
   5 deg  k k k k k k U U U U U U U U U U
  10 deg  k k k k U U U U U U U U U U U U
  15 deg  k k k U U U U U U U U U U U U U
  20 deg  k k U U U U U U U U U U U U U U
  30 deg  k k U U U U U U U U U U U U U U
  40 deg  k U U U U U U U U U U U U U U U
map -J, columns |J| = 10,20,...,160 MA/cm2
   0 deg  k k k k k k k k k k ? ? ? ? ? ?
   2 deg  k k k k k k k k k D D D D D D D
   5 deg  k k k k k k D D D D D D D D D D
  10 deg  k k k k D D D D D D D D D D D D
  15 deg  k k k D D D D D D D D D D D D D
  20 deg  k k D D D D D D D D D D D D D D
  30 deg  k k D D D D D D D D D D D D D D
  40 deg  k D D D D D D D D D D D D D D D
+J cells of 640: up 408, down 0, kept 201, exchanged 0
cant deg | linear j, MA/cm2 | first selecting, all above (MA/cm2)
   2 | 0.3819, 96.7 | 96, 96
   5 | 0.2089, 52.9 | 70, 70
  10 | 0.1123, 28.4 | 46, 46
  15 | 0.0764, 19.4 | 36, 36
  20 | 0.0581, 14.7 | 30, 30
  30 | 0.0399, 10.1 | 22, 22
  40 | 0.0311, 7.9 | 18, 18
working point 20 deg, 40 MA/cm2: j = 0.1580, j sin(cant) = 0.0540
down start: last equator crossing 1.40 ns, m_z at pulse end 0.9885
m_z 5 ns after the pulse 1.00000
symmetry mismatch: x field 0.0e+00, z field 0.49
barrier 37.9 kT at 300 K; tilt^2 0.0261, Boltzmann 0.0267
thermal success +J up,down; -J up,down starts: 1.000, 0.995, 0.998, 1.000
field-like ratio +0.5: m_z ends 0.987, 0.986, -0.986, -0.987
field-like ratio -0.5: m_z ends 0.985, 0.103, -0.103, -0.985
stray B_z = -10 mT: m_z ends 0.988, 0.983, -0.991, -0.990
heating estimate: 66 K at 40, 1057 K at 160 MA/cm2
100 K rise at 49.2 MA/cm2
wall width 34.4 nm; Oersted field 1.26 mT
```
